# Hexagon states, torus loops and the kagome flat-band touching at Γ

**What symmetry fixes.** With one hopping energy \(t\) as the only energy in the problem, every level is a pure number times \(t\). The number for the flat level follows from a rule on triangles, derived below; how many states share that level can be found by counting. On a torus of \(N\) unit cells, one band holds one state per allowed momentum, hence \(N\) states. Suppose there is a localized eigenstate on each hexagon with alternating signs around it. There are \(N\) of these and translations permute them, so they supply one state per momentum wherever their Bloch sum is nonzero.

At \(\Gamma\) the sum must vanish. Inversion about a hexagon centre maps each kagome sublattice onto itself, so a translation-invariant state, with one amplitude per sublattice, is even. Opposite corners of an alternating hexagon have opposite signs, so the sum of all hexagon states is odd. A state both even and odd is zero. The hexagons therefore leave \(\Gamma\) empty. What fills it are states winding around the torus, and there are two of them, one more than a single band can hold.

## Setting and theorem

Let \(\mathbf a_1,\mathbf a_2\) have length \(a\) and enclose 60°. The sites are \(A_{\mathbf R}\) at \(\mathbf R\), \(B_{\mathbf R}\) at \(\mathbf R+\mathbf a_1/2\) and \(C_{\mathbf R}\) at \(\mathbf R+\mathbf a_2/2\). The same symbols denote the normalized orbitals there. The torus has \(L_1\times L_2\) cells with \(L_1,L_2\ge 3\), periodic boundaries, \(N=L_1L_2\) and \(3N\) sites. For one electron, without spin-orbit coupling or flux,

\[
H=-t\sum_{\langle ij\rangle}\big(|i\rangle\langle j|+|j\rangle\langle i|\big),\qquad t>0 .
\]

With this sign the flat band is the highest band. Reversing the sign of the hopping turns \(H\) into \(-H\) and puts it at the bottom. Write \(k_j=\mathbf k\cdot\mathbf a_j\); Bloch amplitudes carry the phase \(e^{i\mathbf k\cdot\mathbf R}\) of their cell.

**Theorem.** The level \(E=2t\) is the top of the spectrum and has exactly \(N+1\) states. A basis consists of \(N-1\) hexagon states and two noncontractible loop states. There is one state at each allowed \(\mathbf k\neq0\) and there are two at \(\Gamma\). The flat band is therefore touched by its neighbour at \(\Gamma\) and at no other momentum.

## Lemma 1: the triangle rule

*A state has \(E=2t\) if and only if its amplitudes on every triangle sum to zero. No state has \(E>2t\).*

*Proof.* The up triangles are \(\{A_{\mathbf R},B_{\mathbf R},C_{\mathbf R}\}\) and the down triangles \(\{A_{\mathbf R},B_{\mathbf R-\mathbf a_1},C_{\mathbf R-\mathbf a_2}\}\), \(2N\) in all. Let \(M\) be the \(2N\times3N\) matrix with entry 1 if a site belongs to a triangle and 0 otherwise. Then \((M^{T}M)_{ij}\) counts the triangles containing both \(i\) and \(j\). It is 2 for \(i=j\), 1 for nearest neighbours, since each bond lies in one triangle, and 0 otherwise. Hence \(M^TM=2-H/t\), or

\[
H=2t-t\,M^{T}M,\qquad
\langle\psi|H|\psi\rangle=2t\,\|\psi\|^2-t\,\|M\psi\|^2 .
\]

The last term is never positive, so \(E\le2t\). If \(H\psi=2t\psi\), then \(\|M\psi\|=0\); conversely \(M\psi=0\) gives \(H\psi=2t\psi\). The entries of \(M\psi\) are the triangle sums. ∎

## Lemma 2: the size of the level

*The level \(2t\) has dimension \(N+1\).*

*Proof.* The rank of \(M\) is \(2N\) minus the number of independent solutions of \(M^T\varphi=0\), where \(\varphi\) assigns a number to each triangle. Each site joins one up and one down triangle, so its equation reads \(\varphi_{\rm up}+\varphi_{\rm down}=0\). The up triangle at \(\mathbf R\) meets the down triangles at \(\mathbf R\), \(\mathbf R+\mathbf a_1\) and \(\mathbf R+\mathbf a_2\), through its sites \(A\), \(B\) and \(C\). All triangles are thus connected, and one value fixes the rest: \(+c\) on up triangles, \(-c\) on down triangles. This is one solution, so

\[
\operatorname{rank}M=2N-1,\qquad \dim\ker M=3N-(2N-1)=N+1. \quad ∎
\]

## Lemma 3: hexagon states

The hexagon centred at \(\mathbf R+(\mathbf a_1+\mathbf a_2)/2\) has the corners \(C_{\mathbf R+\mathbf a_1}\), \(B_{\mathbf R+\mathbf a_2}\), \(A_{\mathbf R+\mathbf a_2}\), \(C_{\mathbf R}\), \(B_{\mathbf R}\), \(A_{\mathbf R+\mathbf a_1}\), in counterclockwise order. Alternating signs give

\[
h_{\mathbf R}=A_{\mathbf R+\mathbf a_2}-A_{\mathbf R+\mathbf a_1}+B_{\mathbf R}-B_{\mathbf R+\mathbf a_2}+C_{\mathbf R+\mathbf a_1}-C_{\mathbf R},
\]

which is normalized by the factor \(1/\sqrt6\).

*Each \(h_{\mathbf R}\) has energy \(2t\), and the \(N\) hexagon states span a space of dimension \(N-1\).*

*Proof.* Each of the six edges belongs to one triangle, whose third site lies outside the hexagon. These six triangles are the only ones touching the hexagon: six corners with two triangles each make twelve memberships, and six triangles with two corners each use all twelve. The two corners in a triangle are adjacent and have opposite signs, so every triangle sum is zero. Physically, the two hopping amplitudes onto each outer site cancel. On a corner with amplitude \(+1\), both neighbours in the hexagon have \(-1\), and \(-t(-1-1)=+2t\) is the energy.

Now take \(\sum_{\mathbf R}c_{\mathbf R}h_{\mathbf R}\) and collect amplitudes at cell \(\mathbf R\). The site \(A_{\mathbf R}\) occurs with \(+\) in \(h_{\mathbf R-\mathbf a_2}\) and with \(-\) in \(h_{\mathbf R-\mathbf a_1}\). Treating \(B\) and \(C\) alike,

\[
\begin{aligned}
\psi_A&=c_{\mathbf R-\mathbf a_2}-c_{\mathbf R-\mathbf a_1},\\
\psi_B&=c_{\mathbf R}-c_{\mathbf R-\mathbf a_2},\\
\psi_C&=c_{\mathbf R-\mathbf a_1}-c_{\mathbf R}.
\end{aligned}\tag{1}
\]

If all of these vanish, \(c\) is unchanged by a step along \(\mathbf a_1\) or \(\mathbf a_2\), so it is constant. Conversely, constant \(c\) makes all three vanish. There is one linear relation, \(\sum_{\mathbf R}h_{\mathbf R}=0\), and the rank is \(N-1\). ∎

The relation needs the closed torus. If the sum is restricted to a connected patch of hexagons that has no holes and does not wrap around the torus, the interior cancels and an alternating chain along the patch boundary remains. A torus has no boundary.

## Lemma 4: two loop states

Define alternating straight chains that close around the torus:

\[
W_1=\sum_{n=0}^{L_1-1}\big(A_{n\mathbf a_1}-B_{n\mathbf a_1}\big),\qquad
W_2=\sum_{m=0}^{L_2-1}\big(A_{m\mathbf a_2}-C_{m\mathbf a_2}\big).
\]

*Both have energy \(2t\), and they are independent of each other and of all hexagon states.*

*Proof.* An up triangle on the row of \(W_1\) contains \(A_{\mathbf R}\) and \(B_{\mathbf R}\), with sum \(1-1=0\). A down triangle there contains \(A_{\mathbf R}\) and \(B_{\mathbf R-\mathbf a_1}\), again with sum zero. Other triangles contain no site of \(W_1\). For \(W_2\), replace \(B,\mathbf a_1\) by \(C,\mathbf a_2\).

For independence, add up the amplitudes of a state on each sublattice separately and call the result \((S_A,S_B,S_C)\). Each hexagon has one \(+\) and one \(-\) on every sublattice, so

\[
S(h_{\mathbf R})=(0,0,0),\quad S(W_1)=(L_1,-L_1,0),\quad S(W_2)=(L_2,0,-L_2).
\]

Suppose \(\alpha W_1+\beta W_2+\sum c_{\mathbf R}h_{\mathbf R}=0\). The \(B\) sum gives \(-\alpha L_1=0\), and the \(C\) sum gives \(-\beta L_2=0\). Both loop coefficients vanish. ∎

Adding hexagons can move or bend a loop but cannot change its sublattice sums, so it cannot remove the loop. For a straight shift, sum the hexagons along a row. The \(C\) terms cancel in pairs, leaving

\[
\sum_n h_{n\mathbf a_1}
=\sum_n\big(A_{n\mathbf a_1+\mathbf a_2}-B_{n\mathbf a_1+\mathbf a_2}\big)-\sum_n\big(A_{n\mathbf a_1}-B_{n\mathbf a_1}\big),
\]

which is \(W_1\) shifted by \(\mathbf a_2\), minus \(W_1\). Parallel loops therefore add nothing new beyond the first.

## Proof of the theorem

Lemmas 3 and 4 give \((N-1)+2=N+1\) independent states, and Lemma 2 says that this is the whole level. It remains to assign momenta.

Put \(c_{\mathbf R}=e^{i\mathbf k\cdot\mathbf R}\) in (1) and take out the factor \(e^{i\mathbf k\cdot\mathbf R}\). The sublattice amplitudes are

\[
v(\mathbf k)=\big(e^{-ik_2}-e^{-ik_1},\;1-e^{-ik_2},\;e^{-ik_1}-1\big).
\]

This vanishes only if \(e^{ik_1}=e^{ik_2}=1\), that is, at \(\Gamma\). Each of the \(N-1\) other allowed momenta thus has at least one state at \(2t\).

At \(\Gamma\), sum all translates of \(W_1\) along \(\mathbf a_2\), and all translates of \(W_2\) along \(\mathbf a_1\). The results are translation invariant, with amplitudes \((1,-1,0)\) and \((1,0,-1)\). They are independent, so \(\Gamma\) has at least two states. These minimum numbers already add up to \(N+1\), so each is attained: one state at every \(\mathbf k\ne0\), two at \(\Gamma\).

One band at \(2t\) for every momentum accounts for \(N\) states. The remaining state belongs to the next band and sits at \(\Gamma\). Since \(E\le2t\), that band touches the flat one from below and does not cross it. This covers the momenta of every finite torus; the dispersion below covers all \(\mathbf k\). ∎

## Proposition: the shape of the touching

At momentum \(\mathbf k\) the up and down rows of \(M\) are \((1,1,1)\) and \((1,e^{-ik_1},e^{-ik_2})\). With \(f=1+e^{ik_1}+e^{ik_2}\),

\[
MM^\dagger=\begin{pmatrix}3&f\\ f^*&3\end{pmatrix},\qquad\text{eigenvalues }3\pm|f| .
\]

The \(3\times3\) matrix \(M^\dagger M\) has these two eigenvalues and one additional zero. From \(H=2t-tM^\dagger M\), the bands are

\[
E=2t,\qquad E_\pm=2t-t(3\mp|f|)=-t\pm t|f| .
\]

The upper dispersive band \(E_+\) reaches \(2t\) only when \(|f|=3\). Three unit phases add to length 3 only if they are equal, hence only at \(\Gamma\).

For small \(\mathbf k\), use \(|f|^2=3+2\cos k_1+2\cos k_2+2\cos(k_1-k_2)\). Expanding the cosines to second order,

\[
|f|^2\simeq9-\big[k_1^2+k_2^2+(k_1-k_2)^2\big].
\]

With \(k_1=ak_x\) and \(k_2=a(k_x+\sqrt3k_y)/2\), the difference is \(k_1-k_2=a(k_x-\sqrt3k_y)/2\). The bracket becomes \(a^2(k_x^2+\tfrac12k_x^2+\tfrac32k_y^2)=\tfrac32a^2k^2\). Therefore

\[
|f|\simeq3\sqrt{1-\tfrac{a^2k^2}{6}}\simeq3-\tfrac{a^2k^2}{4},\qquad
E_+\simeq2t-\tfrac14ta^2k^2 .
\]

The touching is quadratic and, at this order, isotropic.

**Remark on the missing Bloch state.** Adding the squared moduli of the components of \(v\) gives \(|v|^2=6-2\cos k_1-2\cos k_2-2\cos(k_1-k_2)=9-|f|^2\), which goes to zero at \(\Gamma\). Normalizing does not repair this. To first order \(v\simeq i(k_1-k_2,\,k_2,\,-k_1)\). Along \(k_2=0\) its direction is \((1,0,-1)/\sqrt2\), while along \(k_1=0\) it is \((-1,1,0)/\sqrt2\), up to phases. Their overlap has modulus \(1/2\), not 1. The flat-band state has no unique limit at \(\Gamma\), and both limits lie in the two-dimensional space made by the loops.

## Worked example: a 6 × 3 torus

Take \(t=1\) eV, so \(N=18\) with 54 sites and 36 triangles. The triangle rules have rank \(36-1=35\), leaving \(54-35=19\) states at 2 eV. The hexagons supply 17, the first loop raises the rank to 18 and the second to 19. By momentum the same number is \(17\times1+2=19\). The numerical output below gives these ranks and eigenvalue counts, with \(H\) built from the distances between sites.

At \(k_1=\pi/3\), \(k_2=0\),

\[
f=2+e^{i\pi/3}=2.5+0.866\,i,\qquad |f|=\sqrt7=2.6458 .
\]

The bands are \(-1-2.6458=-3.6458\) eV, \(-1+2.6458=1.6458\) eV and 2 eV, and \(|v|^2=9-7=2\). At \(\Gamma\), \(|f|=3\) gives \(-4\), 2 and 2 eV.

The two equal levels at \(\Gamma\) are not a finite-size effect. What depends on size is the distance to the next level. On an \(L\times L\) torus, the momentum \((k_1,k_2)=(2\pi/L,0)\) makes the bracket above \(8\pi^2/L^2\), so \(|f|\simeq3-4\pi^2/(3L^2)\) and the spacing is about \(4\pi^2t/(3L^2)\). For \(L=6\) this estimate is 0.3655 eV against the computed 0.3542 eV, about 3% too large. For \(L=18\) the values are 0.0406 and 0.0405 eV. The number of states at 2 eV remains \(L^2+1\): 37 and 325.

## Remarks: when the count changes

**Boundary twist.** Let the wavefunction gain a phase \(\theta\) on going once around \(\mathbf a_1\). The allowed values become \(k_1=(2\pi n+\theta)/L_1\), and for \(\theta\) not a multiple of \(2\pi\) they exclude \(\Gamma\). Then \(v\neq0\) at all allowed momenta, the \(N\) hexagon states (with their phases adjusted to the twist) are independent, and \(|f|<3\) leaves no extra state. For \(\theta=\pi\) on the \(6\times3\) torus there are indeed 18 states at 2 eV. At the nearest momentum, \(k_1=\pi/6\) and \(k_2=0\), \(|f|=\sqrt{5+4\cos(\pi/6)}=2.9093\), so the next level lies 0.0907 eV lower. The infinite lattice still has its touching; this torus does not sample it.

**Unequal triangles.** Let the hoppings on up and down triangles be \(t_u,t_d>0\). Splitting \(M\) into its up and down rows,

\[
H=t_u+t_d-t_uM_u^\dagger M_u-t_dM_d^\dagger M_d .
\]

The top level is now \(t_u+t_d\), reached under the same triangle rule, so all \(N+1\) states and the touching survive. At \(K\), where \(f=0\), the two rows are orthogonal with squared length 3. The lower levels are then \(t_u+t_d-3t_u\) and \(t_u+t_d-3t_d\), which differ by \(3|t_u-t_d|\). For 1.0 and 0.6 eV this Dirac gap is 1.2 eV, with 19 states still at 1.6 eV. Opening the Dirac points in this way does not detach the flat band.

**Circulating phase.** Give each hop a small nonzero phase \(\pm\varphi\) according to its sense around the triangle. An outer site next to a hexagon now receives amplitudes proportional to \(e^{i\varphi}-e^{-i\varphi}\), which no longer cancel. The premise of the count fails. At \(\Gamma\) two bonds join each pair of sublattices, and \(H\) is \(-2t(e^{i\varphi}P+e^{-i\varphi}P^\dagger)\) with \(P\) a cyclic permutation, whose eigenvalues are \(e^{2\pi im/3}\). Hence

\[
E_m=-4t\cos\!\big(\varphi+\tfrac{2\pi m}{3}\big),\qquad
E_{\pm1}=2t\cos\varphi\pm2\sqrt3\,t\sin\varphi .
\]

For small \(\varphi\) the former pair splits by \(4\sqrt3\,t|\sin\varphi|\), which is 0.692 eV at \(\varphi=0.1\). At this value of \(\varphi\) the top band is no longer flat: on a \(24\times24\) momentum grid its width is 0.346 eV. The smallest direct gap between the top two bands is 0.682 eV on that grid and 0.681 eV on finer grids. It is slightly below the splitting at \(\Gamma\), so it occurs at another momentum. The lower two bands are also separated, by 0.346 eV at \(K\).

The touching is thus forced by the hexagon and loop states sharing one energy. A perturbation that spoils these states is not bound by the count, but it need not lift the touching either. A real second-neighbour hopping \(-t'\) gives \(H=-2(t+t')(P+P^\dagger)\) at \(\Gamma\), so the pair stays degenerate at \(2(t+t')\), while the top band is no longer flat (width about 0.30 eV for \(t'=0.05\) eV). The count is sufficient for the touching, not necessary.

## Computed values

```
hopping t = 1.000 eV
torus = 6 x 3 cells, N = 18, sites = 54
rank of hexagon states = 17
rank with loop W1 added = 18
rank with both loops added = 19
triangles = 36, rank of triangle rules = 35
eigenvalues at 2t = 19
largest sublattice sum of a hexagon state = 0.0
sublattice sums (A,B,C) of W1 = 6, -6, 0
sublattice sums (A,B,C) of W2 = 3, 0, -3
states at 2t at Gamma = 2
states at 2t at each other allowed k = 1
sum over allowed k = 19
overlap of adjacent normalized hexagon states = -0.1667
sample k: k1 = 1.0472 rad, k2 = 0.0000 rad
|f| there = 2.6458
|v|^2 there = 2.0000
bands at Gamma = -4.0000, 2.0000, 2.0000 eV
bands at sample k = -3.6458, 1.6458, 2.0000 eV
bands at M = -2.0000, 0.0000, 2.0000 eV
bands at K = -1.0000, -1.0000, 2.0000 eV
(2t - E)/k^2 near Gamma, k = 0.05 /a: 0.2500 eV a^2
flat-vector overlap, Gamma approached at k2=0 and k1=0: 0.500
boundary twist along a1 = 3.1416 rad
twisted: hexagon rank = 18, states at 2t = 18
twisted: next level lies below 2t by 0.0907 eV
unequal triangles: t_up = 1.0 eV, t_down = 0.6 eV
unequal: flat level = 1.6 eV, states there = 19
unequal: Dirac gap at K = 1.2000 eV
circulating hopping phase = 0.1 rad
with phase: splitting at Gamma = 0.6917 eV
with phase: top-band width on 24 x 24 k grid = 0.3458 eV
with phase: smallest direct gap on that grid = 0.6819 eV
L = 6: states at 2t = 37, next level below by 0.3542 eV, quadratic estimate 0.3655 eV
L = 12: states at 2t = 145, next level below by 0.0907 eV, quadratic estimate 0.0914 eV
L = 18: states at 2t = 325, next level below by 0.0405 eV, quadratic estimate 0.0406 eV
```
